# The Fowler–Nordheim Exponent for Tunnelling from a Channel through Gate Oxide

Take an electron at the edge of a flat barrier that stands a height $\phi$ above its energy and has thickness $d$. Inside the barrier, with constant mass $m$, the wave equation is $\psi''=\kappa_0^2\psi$, where

$$\kappa_0=\frac{\sqrt{2m\phi}}{\hbar}.$$

If the barrier is thick, the wave entering it is $e^{-\kappa_0x}$ to leading order, and the probability density falls across it by $e^{-2\kappa_0d}$, apart from a constant factor that depends on what lies beyond the barrier.

Now let a gate voltage tilt the barrier. Let $x$ run from the channel interface at $x=0$ towards the gate, let $q>0$ be the elementary charge and $F>0$ the magnitude of the uniform oxide field. The barrier above the electron's energy becomes $\phi-qFx$, which vanishes at the turning point

$$x_t=\frac{\phi}{qF}.$$

If the oxide thickness $t$ exceeds $x_t$, that is, if $\phi<qFt$, the forbidden region is a triangle. Its local decay constant is

$$\kappa(x)=\frac{\sqrt{2m(\phi-qFx)}}{\hbar}=\kappa_0\sqrt{1-\frac{x}{x_t}}.$$

Treat the triangle as a stack of thin flat barriers and add their exponents. With $u=x/x_t$,

$$S=2\int_0^{x_t}\kappa\,dx=2\kappa_0x_t\int_0^1\sqrt{1-u}\,du=\frac43\kappa_0x_t .$$

The integral is $2/3$, so the triangle has two thirds of the exponent of a rectangle with the same height and base. Inserting $\kappa_0$ and $x_t$ gives

$$S=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qF}\equiv\frac BF .$$

This is the Fowler–Nordheim exponent. One factor $\phi^{1/2}$ comes from the decay constant and one factor $\phi$ from the length of the forbidden path; the field enters through that length.

Adding local exponents requires $\kappa$ to change little over one decay length. From the expression for $\kappa(x)$,

$$\frac{|\kappa'|}{\kappa^2}=\frac{1}{2\kappa_0x_t(1-u)^{3/2}} .$$

At the interface this equals $2/(3S)$, which is small when $S\gg1$, but it diverges at the turning point. The stack argument therefore needs support from the wave equation, which will also supply the prefactor. First, $\phi$ must be specified for a channel electron.

Measure energies from the channel band edge at the interface, and let the oxide band edge there lie at $\Phi$. The electron occupies a subband level $E$ and moves in the plane with wave number $k$ and mass $m_\parallel$, so that its kinetic energy in the plane is $K=\hbar^2k^2/(2m_\parallel)$ and its total energy is $E+K$. For a smooth interface $k$ is conserved. Inserting $\psi(x)e^{iky}$ into the oxide wave equation gives

$$-\frac{\hbar^2}{2m}\psi''+\left(\Phi-qFx+\frac{\hbar^2k^2}{2m}\right)\psi=(E+K)\psi .$$

The in-plane energy in the oxide is $\hbar^2k^2/(2m)=Km_\parallel/m$, because $k$ is the same but the mass is not. Collecting the constants, the barrier for the normal motion is

$$\phi=\Phi-E-K\left(1-\frac{m_\parallel}{m}\right).$$

Here $E$ is held fixed as $k$ varies. In-plane energy lowers the barrier if $m_\parallel<m$ and raises it if $m_\parallel>m$. Below, $k=0$ and $\phi=\Phi-E$ unless stated otherwise. The model has one parabolic oxide band and omits the image force, traps and phonons.

The normal equation in the oxide can be written

$$\psi''=\frac{2mqF}{\hbar^2}(x_t-x)\psi=\frac{x_t-x}{l^3}\psi,\qquad l=\left(\frac{\hbar^2}{2mqF}\right)^{1/3}.$$

With $\zeta=(x_t-x)/l$ two derivatives in $x$ give $l^{-2}d^2/d\zeta^2$, and the equation becomes Airy's equation, $d^2\psi/d\zeta^2=\zeta\psi$. It is regular at the turning point $\zeta=0$. One solution is

$$\mathrm{Ai}(\zeta)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{i(s^3/3+\zeta s)}ds .$$

For large positive $\zeta$, shift the path to $s=i\sqrt\zeta+v$; the segments joining the two paths at large $|v|$ contribute nothing in the limit. The exponent becomes $-\tfrac23\zeta^{3/2}-\sqrt\zeta\,v^2+iv^3/3$. The Gaussian part gives

$$\mathrm{Ai}(\zeta)\simeq\frac{e^{-\xi}}{2\sqrt\pi\,\zeta^{1/4}},\qquad \xi=\frac23\zeta^{3/2}.$$

For large negative $\zeta$, the phase is stationary at $s=\pm\sqrt{|\zeta|}$. The two points contribute complex conjugate terms, whose sum is

$$\mathrm{Ai}(\zeta)\simeq\frac{\sin(\theta+\pi/4)}{\sqrt\pi\,|\zeta|^{1/4}},\qquad \theta=\frac23|\zeta|^{3/2}.$$

The second solution, $\mathrm{Bi}$, is chosen to have the same form on this side with a cosine in place of the sine. Then $g=\mathrm{Bi}+i\,\mathrm{Ai}$ is proportional to $e^{i(\theta+\pi/4)}/|\zeta|^{1/4}$. Beyond the turning point $\theta$ grows with $x$, so with the time factor $e^{-iEt'/\hbar}$, where $t'$ is time, $g$ is a wave moving towards the gate.

The size of $\mathrm{Bi}$ under the barrier follows from the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}$, which is constant because Airy's equation has no first-derivative term. On the oscillating side $d\theta/d\zeta=-|\zeta|^{1/2}$, and the sine and cosine forms give the value $1/\pi$. On the other side, write $\mathrm{Bi}\simeq b\,\zeta^{-1/4}e^{\xi}$. Since $d\xi/d\zeta=\sqrt\zeta$, the Wronskian there is

$$\frac{b}{2\sqrt\pi\,\sqrt\zeta}\,2\sqrt\zeta=\frac{b}{\sqrt\pi}=\frac1\pi ,$$

so $b=1/\sqrt\pi$. At the interface $\zeta_0=x_t/l$, and

$$\zeta_0^{3/2}=\left(\frac{\phi}{qF}\right)^{3/2}\frac{\sqrt{2mqF}}{\hbar}=\frac{\sqrt{2m}\,\phi^{3/2}}{\hbar qF}=\frac34S .$$

Thus $2\xi(\zeta_0)=S$, and for $S\gg1$

$$|g(\zeta_0)|^2\simeq\mathrm{Bi}^2(\zeta_0)\simeq\frac{e^S}{\pi\sqrt{\zeta_0}} .$$

The exponent obtained by stacking flat barriers is therefore the leading exponent of the wave equation itself.

The escape rate needs the flux. In the oxide $\psi=\psi(0)g(\zeta)/g(\zeta_0)$, and $d/dx=-l^{-1}d/d\zeta$. From the Wronskian,

$$\mathrm{Im}(g^*g')=\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}'=-\frac1\pi .$$

The two minus signs cancel in the particle flux:

$$j=\frac{\hbar}{m}\mathrm{Im}\left(\psi^*\frac{d\psi}{dx}\right)=\frac{\hbar|\psi(0)|^2}{\pi ml|g(\zeta_0)|^2}\simeq\frac{\hbar\sqrt{\zeta_0}}{ml}|\psi(0)|^2e^{-S}.$$

Since $\sqrt{\zeta_0}/l=\sqrt{x_t/l^3}=\kappa_0$, a state normalized to one electron escapes at the rate

$$\frac1\tau\simeq\frac{\hbar\kappa_0}{m}|\psi(0)|^2e^{-S}.$$

For slow escape, $\psi(0)$ can be taken from the closed channel, in which the oxide is flat and infinitely thick. At the interface $\psi$ and $\psi'$ divided by the local mass are continuous. The leaking state has a complex energy $E_r-i\Gamma/2$; its probability decays as $e^{-\Gamma t'/\hbar}$, so $\Gamma=\hbar/\tau$.

For a numerical case take round model parameters: $\Phi=3$ eV, oxide mass $0.5\,m_e$, oxide thickness 6 nm, and a flat channel 3 nm wide with a hard back wall and normal mass $0.9\,m_e$. The flat channel is an idealization that keeps the level nearly independent of the oxide field; it is not a self-consistent electrostatic solution. The field of 1 V/nm used below is 10 MV/cm, close to breakdown even in good silicon dioxide, so the example illustrates the formula and is not an operating point for a device. The lowest closed level is $E=0.044$ eV, so $\phi=2.956$ eV. In practical units

$$B=6.831\sqrt{0.5}\,(2.956)^{3/2}\ \mathrm{V/nm}=24.55\ \mathrm{V/nm},$$

or 246 MV/cm. At $F=1$ V/nm the oxide drops 6 V, more than the 2.96 V needed for a triangle, and the turning point lies 2.96 nm from the channel. The exponential is $e^{-24.55}=2.18\times10^{-11}$. The interface density $|\psi(0)|^2=0.00528\ \mathrm{nm}^{-1}$ and $\kappa_0=6.23\ \mathrm{nm}^{-1}$ give a prefactor of $7.6\times10^{12}\ \mathrm{s}^{-1}$. The rate is their product, $166\ \mathrm{s}^{-1}$, and the lifetime is 6.0 ms. With $n=10^{13}\ \mathrm{cm}^{-2}$ electrons assigned to this level at $k=0$, the current density is

$$J=\frac{qn}{\tau}=(1.60\times10^{-19}\ \mathrm{C})(10^{13}\ \mathrm{cm}^{-2})(166\ \mathrm{s}^{-1})=2.7\times10^{-4}\ \mathrm{A/cm^2}.$$

In-plane motion changes the escape rate of each electron. For $m_\parallel=0.2\,m_e$ and $K=0.025$ eV the barrier falls by $0.025(1-0.4)=0.015$ eV, and $S$ falls from 24.55 to 24.36. The exponential alone then rises by about 20%. At the density used above the electrons cannot all have $k=0$: at zero temperature a single spin-degenerate valley with this mass is filled up to $K=\pi\hbar^2n/m_\parallel=0.12$ eV. The current of such a channel requires an average of the rate over the occupied states, which the value of $J$ above leaves out. The density and the field are also independent inputs here: by Gauss's law these electrons alone would terminate only $qn/(3.9\,\varepsilon_0)=0.46$ V/nm in silicon dioxide.

The rate can be checked against complex resonance energies, found by matching the channel wave to the full outgoing Airy wave. This check lets the oxide slope continue without end, so that the barrier is a triangle at every field. The 6 nm oxide itself is triangular only above $\phi/(qt)=0.49$ V/nm; at 0.25 V/nm it is a trapezoid, treated below, and leaks far faster than the triangular formula gives. The numerical output shows that the resonance width exceeds the formula by 0.3% at 0.25 V/nm and by 1.5% at 1 V/nm, while the width itself changes by 32 orders of magnitude. Between 0.8 and 1 V/nm the slope of $\ln\Gamma$ against $1/F$ is $-24.56$ V/nm, against $-B=-24.55$ V/nm.

Three small corrections can be identified. In the integral for $\mathrm{Ai}$ the cubic term $iv^3/3$ averages to zero over the Gaussian, and half its square gives $-\langle v^6\rangle/18$. With $\langle v^2\rangle=1/(2\sqrt\zeta)$ and $\langle v^6\rangle=15\langle v^2\rangle^3$, $\mathrm{Ai}$ acquires the factor $1-5/(48\zeta^{3/2})$. The constant Wronskian then requires the factor $1+5/(48\zeta^{3/2})$ in $\mathrm{Bi}$ to this order. At the interface $|g|^2$ is therefore larger by the fraction $5/(24\zeta_0^{3/2})=5/(18S)$, which lowers the rate for given $|\psi(0)|^2$ by 1.1% at 1 V/nm.

The tilt also changes $|\psi(0)|^2$. The logarithmic derivative of $\zeta^{-1/4}e^{\xi}$ is $\sqrt\zeta-1/(4\zeta)$, so the oxide wave starts with the decay constant $\kappa_0[1-1/(4\zeta_0^{3/2})]=\kappa_0[1-1/(3S)]$. In the flat channel $\psi$ is small at the interface and its slope there hardly changes, so $|\psi(0)|^2$ varies nearly as the inverse square of the decay constant. It rises by roughly $2/(3S)$, or 2.7% at 1 V/nm. Both effects are proportional to $F$, and their sum, about 1.6%, is close to the 1.5% excess found above.

The third correction comes from the level. The closed state has the tail density $|\psi(0)|^2e^{-2\kappa_0x}$ in the oxide, and to first order the tilt shifts its energy by

$$\delta E=-qF|\psi(0)|^2\int_0^\infty xe^{-2\kappa_0x}dx=-\frac{qF|\psi(0)|^2}{4\kappa_0^2}.$$

At 1 V/nm this is $-3.4\times10^{-5}$ eV. It raises $\phi$ by the same amount and $S$ by $\tfrac32S|\delta E|/\phi=4\times10^{-4}$. Because $\delta E\propto F$ and $S\propto1/F$, this increase does not vanish at low field: for a slope without end, using the closed level makes the predicted rate too large by about 0.04% even there. The exponent should strictly contain the level at the actual field, though in this channel the difference is negligible.

The level depends far more strongly on the field when the channel potential itself follows the gate. Let $\phi$ depend on $F$ and write $S=c\phi^{3/2}/F$, with $c=4\sqrt{2m}/(3\hbar q)$. Then

$$\frac{dS}{dF}=c\left(\frac{3\phi^{1/2}}{2F}\frac{d\phi}{dF}-\frac{\phi^{3/2}}{F^2}\right).$$

Multiplying by $dF/d(1/F)=-F^2$ gives

$$\frac{dS}{d(1/F)}=B\left(1-\frac{3F}{2\phi}\frac{d\phi}{dF}\right),\qquad B=c\phi^{3/2}.$$

Consider a channel whose potential rises linearly away from the interface, with a field one third of the oxide field. This too is a model potential, not a self-consistent one: in a real channel the electrons screen the field away from the interface. At $F=1$ V/nm its level is 0.361 eV and $\phi=2.639$ eV, so $B=20.71$ V/nm. A stronger field squeezes the state and raises its level: $d\phi/dF=-0.230$ eV per V/nm. The bracket is $1+1.5(0.230)/2.639=1.131$, and the predicted slope of $S$ is 23.41 V/nm. The resonance widths, after the variation of $\kappa_0|\psi(0)|^2$ is removed, give 23.42 V/nm in magnitude.

With the prefactor left in, the magnitude of the slope is 24.41 V/nm. Reading this as $B$ for a fixed barrier would give

$$2.639\left(\frac{24.41}{20.71}\right)^{2/3}\ \mathrm{eV}=2.94\ \mathrm{eV},$$

which is 0.31 eV above the barrier at that field. A straight-looking plot of $\ln\Gamma$ against $1/F$ therefore does not by itself yield the instantaneous barrier. Even with a fixed level and a known prefactor, the slope determines the combination $\sqrt m\,\phi^{3/2}$, not $m$ and $\phi$ separately.

So far the wave beyond the turning point has left without reflection. A gate at $x=t$ sends part of it back, and the oxide wave becomes proportional to $g+rg^*$, provided that phase is kept across the oxide. The complex number $r$ follows from continuity of $\psi$ and $\psi'/\text{mass}$ at the gate. In the flux the cross terms $rg^*g'^*$ and $r^*gg'$ are complex conjugates, so their sum is real and drops out:

$$\mathrm{Im}\left[(g+rg^*)^*(g'+rg'^*)\right]=-\frac{1-|r|^2}{\pi}.$$

At the interface $g\simeq\mathrm{Bi}$ is nearly real, so the density there is multiplied by $|1+r|^2$. For given $|\psi(0)|^2$ the rate acquires the factor

$$R=\frac{1-|r|^2}{|1+r|^2},\qquad \frac{1-|r|}{1+|r|}\le R\le\frac{1+|r|}{1-|r|}.$$

The limits follow from $1-|r|\le|1+r|\le1+|r|$. Unless $|r|$ approaches one, reflection changes the prefactor by a moderate factor and leaves the triangular exponent in place. For a gate with the channel's mass and a band edge lowered by the oxide drop, $R$ is 1.42 at 0.6 V/nm, 0.88 at 0.8 V/nm and 0.99 at 1 V/nm. Over the range from 0.6 to 1.2 V/nm, $S$ falls from 40.9 to 20.5. Direct integration of the wave equation through the 6 nm oxide agrees with the formula including $R$ to within 1.5% at the five fields computed.

If instead $\phi>qFt$, the electron reaches the gate before the barrier has fallen to its energy. The forbidden region is a trapezoid, and the integral stops at $u=t/x_t=qFt/\phi$:

$$S_{\rm trap}=2\kappa_0x_t\int_0^{t/x_t}\sqrt{1-u}\,du=S\left[1-\left(1-\frac{qFt}{\phi}\right)^{3/2}\right].$$

At $qFt=\phi$ this joins the triangular result. For $qFt\ll\phi$ the bracket is $\tfrac32qFt/\phi=\tfrac32t/x_t$, and $S_{\rm trap}\simeq2\kappa_0t$, the flat barrier of the opening case.

For a 2 nm oxide at 1 V/nm, the remaining barrier at the gate is 0.956 eV and $S_{\rm trap}=20.03$, whereas the triangular expression would give 24.55. The difference of 4.52 makes the triangular exponential too small by a factor of about 90. Direct integration gives 19.36 for minus the logarithm of the flux factor divided by $\kappa_0$. Its distance of 0.67 from $S_{\rm trap}$ corresponds to a prefactor of about two, which the exponent does not contain.

Within the triangular regime, small changes of the parameters obey

$$\frac{\delta S}{S}=\frac32\frac{\delta\phi}{\phi}+\frac12\frac{\delta m}{m}-\frac{\delta F}{F}.$$

In the flat-channel example at 1 V/nm, an error of 0.1 eV in $\phi$ changes $S$ by 1.25 and the exponential by a factor of about 3.5. The percent-level agreement found above thus measures the accuracy of the asymptotic formula within the model. It does not measure how well one constant mass and a sharp, straight band edge describe a particular oxide, where an energy-dependent mass or image-force rounding would change the integral for $S$ itself.

## Numbers as computed

```
Band offset = 3.00 eV; oxide mass = 0.50 m_e
Channel mass = 0.90 m_e; in-plane mass = 0.20 m_e
Channel width = 3.0 nm; oxide thickness = 6.0 nm
Box level = 0.04379 eV; barrier phi = 2.95621 eV
Interface density |psi(0)|^2 = 0.005283 nm^-1
Interface decay constant = 6.2286 nm^-1
Coefficient B/(mass^0.5 phi^1.5) = 6.8309 V/nm per m_e^0.5 eV^1.5
B = 24.5508 V/nm = 245.51 MV/cm
Box F=0.25 V/nm: S=98.2032, resonance width=1.1287e-45 eV, formula=1.1250e-45 eV, ratio=1.00322
Box F=0.50 V/nm: S=49.1016, resonance width=2.3918e-24 eV, formula=2.3753e-24 eV, ratio=1.00696
Box F=0.80 V/nm: S=30.6885, resonance width=2.3846e-16 eV, formula=2.3574e-16 eV, ratio=1.01157
Box F=1.00 V/nm: S=24.5508, resonance width=1.1075e-13 eV, formula=1.0914e-13 eV, ratio=1.01473
Box slope d ln(width)/d(1/F) = -24.5633 V/nm
At F=1.00 V/nm: turning point = 2.9562 nm
At F=1.00 V/nm: oxide voltage drop = 6.00 V
At F=1.00 V/nm: Airy length = 0.4240 nm
At F=1.00 V/nm: exp(-S) = 2.1763e-11
Escape rate = 1.6582e+02 s^-1; lifetime = 6.0308e-03 s
Sheet density = 1.0e+13 cm^-2
Leakage current density = 2.6567e-04 A/cm^2
In-plane energy 0.025 eV: phi = 2.94121 eV, S = 24.3642
Linear channel: channel/oxide field ratio = 0.3333
Linear channel at 1 V/nm: level = 0.36106 eV, phi = 2.63894 eV
Linear channel at 1 V/nm: resonance/formula = 1.01120
Linear channel: d phi/dF = -0.22969 eV nm/V
Linear channel: B at fixed phi = 20.7065 V/nm
Linear channel: predicted dS/d(1/F) = 23.4099 V/nm
Linear channel: slope without prefactor = -23.4217 V/nm
Linear channel: full ln(width) slope = -24.4079 V/nm
Gate F=0.60 V/nm: |r|=0.2741, rate factor=1.4202, integration/formula=0.99306
Gate F=0.70 V/nm: |r|=0.1578, rate factor=0.9637, integration/formula=0.99187
Gate F=0.80 V/nm: |r|=0.0942, rate factor=0.8763, integration/formula=0.99068
Gate F=1.00 V/nm: |r|=0.0251, rate factor=0.9861, integration/formula=0.98825
Gate F=1.20 V/nm: |r|=0.0142, rate factor=0.9767, integration/formula=0.98578
Thin oxide 2.0 nm, F=1.00 V/nm: triangle S = 24.5508
Thin oxide: trapezoid S = 20.0344
Thin oxide: -ln(flux factor/kappa0) = 19.3636
```
